Nonlocal Spin Valve with Tunnel Contacts: Signal and Hanle Curve, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The signal without a magnetic field

### 1. A single injector

Take a long, thin, nonmagnetic metal wire of cross-section A. At x = 0 a current I enters it through a ferromagnet, which passes more carriers of one spin than of the other. Let the excess enter at the rate PI, counted in amperes, with P a number between 0 and 1. Inside the wire the excess diffuses with diffusion constant D and decays with lifetime τ.

In the steady state the excess that enters per unit time equals the excess that decays per unit time. If Q is the total excess charge stored in the wire, then Q/τ = PI, so

Q = PIτ.

Diffusion during the time τ spreads the excess over a length of order √(Dτ). Section 3 shows that the profile is q(x) = q(0) exp(−|x|/λ), with λ = √(Dτ), where q is the excess charge per volume. Its integral over the wire is

Q = A q(0) ∫ exp(−|x|/λ) dx = 2λA q(0),

because each side contributes λ. Equating the two expressions for Q gives

q(0) = PIτ/(2λA).

Most of the result is already visible here. The accumulation is proportional to P and I, is inversely proportional to A, and carries a factor 1/2 because the spins spread to both sides. A second ferromagnet at x = L responds to q(L) = q(0) exp(−L/λ) with a sensitivity given by its own polarization. This is how the product of two polarizations and the exponential arise. What remains is to turn the density into a voltage, to find when PI is the correct injection rate, and to include drift and precession.

### 2. Device and conventions

The channel lies along x, has resistivity ρ, and is much longer than λ on both sides. Its transverse dimensions and the contact widths are much smaller than λ, so the problem is one-dimensional and the contacts are points. The injector is at x = 0 and the detector at x = L. The current I is positive when it flows from the injector into the channel. It leaves at the far left end, so no charge current flows at x > 0. The detector draws no current, and its voltage is measured against a nonmagnetic probe at the far right. The measurement is called nonlocal because the detector lies outside the current path.

Both magnetizations lie along one axis, and ↑ and ↓ refer to that fixed axis. The electrochemical potentials μ↑ and μ↓ are expressed in volts. An electron of charge −e then has electrochemical energy −eμ↑ or −eμ↓. Define the mean potential and the spin potential,

μ₀ = (μ↑ + μ↓)/2,  μs = (μ↑ − μ↓)/2,

so that μ↑ = μ₀ + μs and μ↓ = μ₀ − μs. The spin current is Is = I↑ − I↓, in amperes and positive toward +x.

### 3. The channel equation

In a nonmagnetic metal each spin species carries half the conductivity. To first order in the applied current,

j↑ = −(1/2ρ) dμ↑/dx,  j↓ = −(1/2ρ) dμ↓/dx.

The sum and the difference of these equations are

j = −(1/ρ) dμ₀/dx,  js = −(1/ρ) dμs/dx.  (1)

The charge current therefore depends on μ₀ alone. At x > 0 it vanishes, so μ₀ is constant there, and the far probe reads the same μ₀ that exists beneath the detector.

The spin potential must be related to the spin density. Let N be the density of states per volume and energy for both spins together; each species has N/2. In a neutral metal the electrostatic potential is common to both species, so the difference of their chemical potentials is −e(μ↑ − μ↓) = −2eμs. The number densities then differ by

n↑ − n↓ = (N/2)(−2eμs) = −eNμs.

Multiplication by the electron charge −e gives the spin charge density

q = e²N μs.  (2)

The Einstein relation connects ρ and D. With no electric field, a gradient of the chemical potential ζ produces a gradient N dζ/dx of the total density. Diffusion gives the charge current j = −D(−e)N dζ/dx = eDN dζ/dx. In the same situation μ₀ = constant − ζ/e, and (1) gives j = (1/(eρ)) dζ/dx. The two must agree, hence

1/ρ = e²ND.  (3)

With (2) and (3), the spin part of (1) becomes js = −D dq/dx, as expected for diffusion.

Spin flips carry charge from one species to the other. With τ defined as the decay time of q, each species changes at half the rate:

dj↑/dx = −q/(2τ),  dj↓/dx = +q/(2τ).

Their sum is zero, as charge conservation requires, and their difference is djs/dx = −q/τ. Inserting js = −D dq/dx gives D d²q/dx² = q/τ. Since q is proportional to μs,

d²μs/dx² = μs/λ²,  λ = √(Dτ).  (4)

The solutions are exp(x/λ) and exp(−x/λ). In a long channel the growing one must be absent on each side, which leaves the profile used in section 1.

Now let a contact at x = 0 feed a spin current K into the channel. The potential is continuous, μs(x) = m exp(−|x|/λ). On the right, (1) gives the spin current +(A/ρλ)m toward +x. On the left it has the same size and points toward −x. Both leave the contact, so

K = 2(A/ρλ)m,  or  m = (RN/2)K  with  RN = ρλ/A.  (5)

RN is the resistance of a piece of channel of length λ. For K = PI, (5) agrees with section 1: there μs(0) = q(0)/(e²N) = ρD·PIτ/(2λA), and Dτ/λ = λ turns this into PI·ρλ/(2A).

### 4. The tunnel contact

Let the ferromagnet have one potential V for both spins. This neglects the spin splitting inside the ferromagnet, which is justified when the contact resistance greatly exceeds the spin resistance of the ferromagnet itself. The tunnel barrier conserves spin and has conductances

G↑ = (1 + P)/(2Rc),  G↓ = (1 − P)/(2Rc).

Their sum is 1/Rc, so Rc is the ordinary contact resistance, and P is the polarization of the conductance. Reversing the magnetization exchanges the two conductances, which means P → −P.

The currents into the channel are I↑ = G↑(V − μ₀ − μs) and I↓ = G↓(V − μ₀ + μs). Since G↑ − G↓ = P/Rc, their sum and difference are

I = (V − μ₀)/Rc − Pμs/Rc,
K = P(V − μ₀)/Rc − μs/Rc.

The first equation gives

V − μ₀ = RcI + Pμs.  (6)

Inserting this into the second gives K = PI + P²μs/Rc − μs/Rc, that is,

K = PI − (1 − P²)μs/Rc.  (7)

The first term of (7) is injection. The second is backflow: the accumulation drives spins out of the channel through the contact. Equation (6) also describes detection. With no current through the contact, the ferromagnet floats at a voltage Pμs above the mean potential. It does so because it is coupled more strongly to one species and settles nearer to the potential of that species.

### 5. Both contacts together

Write P₁, R₁ for the injector and P₂, R₂ for the detector, where R₁ and R₂ are the contact resistances. Let m₁ = μs(0), m₂ = μs(L) and E = exp(−L/λ). Equation (4) is linear, so the contributions of the two contacts add:

m₁ = (RN/2)(K₁ + E K₂),  m₂ = (RN/2)(E K₁ + K₂).

By (7), with current I at the injector and none at the detector,

K₁ = P₁I − (1 − P₁²)m₁/R₁,  K₂ = −(1 − P₂²)m₂/R₂.

Define M = P₁I RN/2 and the dimensionless leakage of each contact,

r₁ = (1 − P₁²)RN/(2R₁),  r₂ = (1 − P₂²)RN/(2R₂).  (8)

Then (RN/2)K₁ = M − r₁m₁ and (RN/2)K₂ = −r₂m₂, and the two equations become

(1 + r₁)m₁ = M − r₂E m₂,
(1 + r₂)m₂ = E M − r₁E m₁.

Multiply the second by (1 + r₁) and replace (1 + r₁)m₁ by means of the first:

(1 + r₁)(1 + r₂)m₂ = (1 + r₁)E M − r₁E(M − r₂E m₂)
= E M + r₁r₂E² m₂.

The terms ±r₁E M have cancelled. Therefore

m₂ = E M/[(1 + r₁)(1 + r₂) − r₁r₂E²].

By (6) the detector voltage against the far probe is P₂m₂. Reversing one magnetization changes the sign of P₁P₂ but leaves r₁ and r₂ unchanged, because they contain squares. In this model the antiparallel resistance is thus the negative of the parallel one. Their difference is twice P₂m₂/I:

ΔR = P₁P₂RN E/[(1 + r₁)(1 + r₂) − r₁r₂E²].  (9)

### 6. The tunnel limit and its opposite

A tunnel contact in the sense needed here has Rc ≫ RN. Then r₁ and r₂ are small, the denominator tends to 1, and

ΔR = P₁P₂ (ρλ/A) exp(−L/λ).  (10)

For equal contacts this is P²ρλ exp(−L/λ)/A. It is the change of resistance between the two configurations. Each configuration alone gives half of it, with sign + or −. A spin-independent offset that is the same in both configurations drops out of the difference.

The denominator of (9) equals 1 + r₁ + r₂ + r₁r₂(1 − E²), so the leading relative loss of signal is r₁ + r₂. The two terms have different origins. The injector takes back the fraction r₁ of the injected spins, and the detector lowers the accumulation beneath itself by the fraction r₂. Since the accumulation there is already smaller by the factor E, the detector removes only the fraction r₂E of the injected spins.

If instead r₁ and r₂ are large at fixed L > 0, the denominator tends to r₁r₂(1 − E²). With E/(1 − E²) = 1/[2 sinh(L/λ)] and (8),

ΔR → 2P₁P₂R₁R₂/[(1 − P₁²)(1 − P₂²)RN sinh(L/λ)].

The signal is then much smaller than (10), and at distances comparable to λ it does not follow a pure exponential. This limit still requires the contact resistances to be much larger than the spin resistance of the ferromagnets.

### 7. Drift in the current-carrying arm

Equation (1) was linear in the applied current. The field in the arm x < 0 also carries the spin density along with a drift velocity v. If the mobility does not depend on density, the spin current density there is

js = vq − D dq/dx.

Both v and q are proportional to I, so vq is of second order and was correctly absent from (1). Its size decides when it may be ignored.

For I > 0 the charge current in the left arm flows toward −x, so the electrons move toward +x, and v = I/(neA) is positive, with n the electron density. The steady state obeys

D d²q/dx² − v dq/dx − q/τ = 0  (x < 0).

Insert q = q(0)exp(kx), which decays to the left for k > 0. The condition Dk² − vk − 1/τ = 0 has the positive root k = [v + √(v² + 4D/τ)]/(2D). With w = vλ/(2D) and λ² = Dτ,

λk = w + √(1 + w²).

The flux density leaving to the left is −js = (Dk − v)q(0). Since v = 2wD/λ, it equals (D/λ)[√(1 + w²) − w]q(0). To the right there is no drift, and the flux density is (D/λ)q(0). In the tunnel limit their sum is P₁I/A, so

q(0) = (P₁Iλ/AD)/[1 + √(1 + w²) − w].

Relative to its value at w = 0, the accumulation is multiplied by

f(w) = 2/[1 + √(1 + w²) − w].  (11)

The decay toward the detector is unchanged, so the signal is multiplied by the same factor. For small w, f ≈ 1 + w/2. For large positive w, f formally tends to 2, because drift returns the spins to the junction and all of them leave to the right. This limit cannot be reached. Since I/A = nev, the spin polarization of the density at the junction is q(0)/(ne) = P₁wf, and the linear treatment requires it to be small. For P₁ = 0.2 it would already reach 1 at w = 2.9, where f = 1.71. For large negative w, f tends to 1/|w|, because drift carries them away from the detector. Reversing I reverses w, so averaging the resistance over both current directions removes the linear term. If the polarization of the injector depends on its voltage, the signal contains further nonlinear terms, which are of second order in I when that dependence is linear; (11) is an estimate of the drift effect alone.

### 8. Numbers for a metallic channel

Take round model parameters: ρ = 3×10⁻⁸ Ω m, A = 10⁻¹⁴ m², D = 0.01 m²/s, τ = 25 ps, L = 1 µm, P₁ = P₂ = 0.2, both contact resistances 1 kΩ, and I = 100 µA. Then

λ = √(0.01 × 25×10⁻¹²) m = 0.5 µm,  L/λ = 2,
RN = 3×10⁻⁸ × 0.5×10⁻⁶/10⁻¹⁴ Ω = 1.5 Ω,
ΔR = 0.04 × 1.5 Ω × 0.1353 = 8.12 mΩ.

The voltage changes by 8.12 mΩ × 100 µA = 0.812 µV between configurations. Each contact has r = 0.96 × 1.5/2000 = 7.2×10⁻⁴. The loss is about 2r = 1.4×10⁻³ of the signal, and (9) gives 8.11 mΩ.

For the drift, (3) fixes N = 1/(e²ρD). If the electrons are free, N = mₑkF/(π²ħ²) gives the Fermi wave number kF, and n = kF³/(3π²) gives n = 1.29×10²⁹ m⁻³. Hence v = I/(neA) = 0.48 m/s and w = 0.48 × 0.5×10⁻⁶/0.02 = 1.2×10⁻⁵. The relative change of the signal is w/2 = 6×10⁻⁶, so drift is negligible here. The injector itself can matter more. It carries a voltage of 1 kΩ × 100 µA = 0.1 V, at which the polarization of a real tunnel contact may differ from its low-voltage value. P₁ must therefore be taken at the operating current.

## Part II. The Hanle curve

### 9. What is carried over

The channel has resistivity ρ, cross-section A, diffusion constant D, spin lifetime τ and diffusion length λ = √(Dτ). The injector at x = 0 has polarization P₁, and the detector at x = L has polarization P₂. We write l = L/λ and RN = ρλ/A. The spin charge density q and the spin potential μs are related by μs = ρDq. A tunnel injector feeds in the spin current P₁I, and a detector without current floats at P₂μs above the mean potential. Without a field, the parallel and antiparallel resistances are ±(P₁P₂RN/2)exp(−l), and they differ by P₁P₂RN exp(−l). Drift at velocity v acts in the arm x < 0 and is measured by w = vλ/(2D).

The nonlocal spin signal without a magnetic field is now established, including the effects of finite contact resistance and an estimate of drift. What remains is to add a magnetic field perpendicular to the contact magnetizations and find how precession, and later the tilting of the magnetizations, shapes the Hanle curve.
